Why an Ion-Damaged Silicon Layer Stops Thickening During Etching

**Question**

Silicon being etched in a plasma is struck by energetic ions for as long as the process runs. Every ion displaces atoms, and the dose has no upper limit. Why does the damaged layer under the surface not grow without limit as well?

**Answer**

**What has to be explained**

Two different quantities could stop growing: the damage at a given depth, and the depth to which damage reaches. The first stops for a simple reason. Once a silicon site has lost its crystalline order, another hit cannot disorder it again, so the damaged fraction cannot exceed one. This saturation does not stop the second. While the shallow region saturates, rarer hits continue to accumulate further down, and the boundary of the damaged region moves inward.

Unless the ions have a strict maximum reach, holding the boundary in place requires something that competes with damage creation where creation is weak. Two processes can do this. Annealing returns damaged sites to the crystal. Surface recession carries the surface, and the ion source with it, into fresh material, so that an atom spends a limited time within reach of the ions before it is etched away. The following model shows how each acts and how they combine.

**The balance for one atom**

Let z be the depth below the instantaneous surface, and n(z,t) the mean fraction of damaged sites there. The ion flux is J. Each ion hits ν sites on average and removes Y silicon atoms, and N is the number of silicon atoms per volume. In unit time JY atoms leave each unit of area, so the surface recedes at

v = JY/N.

The hits are taken to be distributed in depth as exp(−z/λ)/λ, which integrates to one. There are then (Jν/λ) exp(−z/λ) hits per volume and time. Division by N gives the hit rate of one site:

g(z) = g₀ exp(−z/λ), g₀ = Jν/(Nλ).

A hit on an intact site damages it, and a hit on a damaged site changes nothing. Damaged sites heal at a rate k that does not depend on depth, and damage does not migrate. For a given atom,

dn/dt = g(1−n) − kn. (1)

The atom is fixed in the crystal while the surface approaches it, so its depth obeys dz/dt = −v. The chain rule gives dn/dt = ∂n/∂t − v ∂n/∂z, and therefore, at fixed depth below the moving surface,

∂n/∂t = v ∂n/∂z + g(1−n) − kn. (2)

The term v ∂n/∂z is negative where damage decreases with depth: recession brings up cleaner material from below. The damaged layer is defined here as the region with n > 1/2, and its thickness is d. The crystal is undamaged at t = 0.

**With neither loss, the layer keeps growing**

Set v = k = 0. Equation (1) becomes d(1−n)/dt = −g(1−n), so

n = 1 − exp(−gt).

At the boundary n = 1/2, hence g₀ exp(−d/λ) t = ln 2, and

d = λ ln(g₀t/ln 2). (3)

Each tenfold increase of the dose adds λ ln 10. The growth is slow but unbounded, although n nowhere exceeds one.

This result depends on the tail of the source. If no ion could cause damage beyond some depth R, the layer could not pass R, and neither annealing nor recession would be needed to bound it. Even then, the two losses can set a thickness well below R.

Nor does every kind of healing stop the growth. Suppose the ions themselves heal damage, at a rate bg(z) with constant b. Then dn/dt = g(1−n) − bgn, with the solution

n = [1 − exp(−(1+b)gt)]/(1+b).

The ceiling of n has dropped to 1/(1+b), but n still depends on depth and time through the product gt alone. If b < 1, so that n can reach 1/2, the boundary lies at a fixed value of gt and moves inward by λ ln 10 per decade, as before. Such healing fades with depth in step with creation and never gains on it. With the surface at rest, healing stops the boundary only if its rate exceeds g at large depth. A constant rate k always does, because g fades towards zero.

**Annealing alone**

Now let k > 0 and keep the surface at rest. At each depth, equation (1) tends to the steady value at which g(1−n) = kn:

n = g/(g+k).

The boundary n = 1/2 lies where g = k, so

d = λ ln(g₀/k), provided g₀ > k. (4)

Beyond this depth a site heals faster than it is hit, and waiting longer does not help the ions. If g₀ < k, no part of the material stays more than half damaged.

**Recession alone**

Let k = 0 and v > 0. An atom now at depth z was at depth z + vτ a time τ ago. The number of hits its site has received since the start is, on average,

∫₀ᵗ g(z+vτ) dτ = (g₀λ/v) exp(−z/λ) [1 − exp(−vt/λ)].

The bracket tends to one. However long the etching has lasted, the atom's exposure is finite, because for most of that time it lay too deep to be reached. The prefactor simplifies:

g₀λ/v = (Jν/N)/(JY/N) = ν/Y.

It is the number of sites hit per atom removed. The long-time exposure of an atom at depth z is thus

u(z) = (ν/Y) exp(−z/λ), (5)

and n = 1 − exp(−u). Setting n = 1/2 requires u = ln 2, so

d = λ ln[ν/(Y ln 2)], provided ν/Y > ln 2. (6)

The flux has cancelled. A stronger beam damages faster, but in this model it also removes material faster in the same proportion. Equation (6) is equation (3) with t replaced by λ/v, the time needed to etch through one decay length. That time takes the place of the duration of the process.

**Both losses together**

To solve equation (1) with both losses, follow one atom and use as the variable s = (ν/Y) exp(−depth/λ), which grows as the surface approaches. Since the depth falls at the rate v,

ds/dt = sv/λ.

The hit rate is g = g₀s/(ν/Y) = sv/λ, the same expression. Dividing equation (1) by it, and defining

κ = kλ/v,

gives

dn/ds = 1 − n − κn/s.

Multiply by exp(s) s^κ. The terms containing n combine into a total derivative:

d[exp(s) s^κ n]/ds = exp(s) s^κ.

An atom that is now at exposure variable u started at s = u exp(−vt/λ) with n = 0. Integrate from there to u, divide by exp(u) u^κ, and substitute y = u − s:

n = ∫ exp(−y) (1−y/u)^κ dy, from y = 0 to u[1 − exp(−vt/λ)]. (7)

Each factor has a meaning. For random hits, exp(−y) dy is the probability that the last hit on the site occurred when an exposure y was still to come. If that was a time τ ago, then s/u = exp(−vτ/λ), and

(1−y/u)^κ = (s/u)^κ = exp(−kτ),

which is the probability that the damage has not healed since. A site is damaged now if it has been hit and has not healed after its last hit.

Equation (7) also settles the question of unlimited dose. The integrand is positive, so n grows with time, but the upper limit of the integral cannot pass u. Both the integrand and the upper limit increase with u, so n falls with depth and the layer has a single boundary. A larger κ reduces the integrand, so at fixed v annealing makes the layer thinner. If u_c(κ) denotes the value of u at which the long-time n equals 1/2, equation (5) gives

d = λ ln[ν/(Y u_c)], provided ν/Y > u_c. (8)

If ν/Y ≤ u_c, there is no layer by the chosen criterion.

Two limits connect this with the separate cases. For κ = 0 the integral is 1 − exp(−u), so u_c = ln 2 and equation (6) returns. For large κ and u, (1−y/u)^κ ≈ exp(−κy/u), so n ≈ u/(u+κ) and u_c ≈ κ. Then ν/(Yκ) = (g₀λ/v)(v/kλ) = g₀/k, which is equation (4).

These limits suggest the interpolation u_c ≈ κ + ln 2. Multiplying the numerator and denominator in equation (8) by v/λ turns it into

d ≈ λ ln[g₀/(k + v ln 2/λ)]. (9)

The two losses act approximately like rates that add. For 25 values of κ between 0.01 and 50, the largest error of the interpolation was 6.2 % of the true u_c. Since d depends on ln u_c, this corresponds to roughly 0.06λ in thickness.

The approach to the limit can be read from equation (7) too. At late times the missing part of the integral is a short interval near y = u, where exp(−y) ≈ exp(−u). With ε = exp(−vt/λ), the missing part is

exp(−u) ∫ (1−y/u)^κ dy = exp(−u) u ε^(κ+1)/(κ+1), over y from u(1−ε) to u.

Since ε^(κ+1) = exp[−(v/λ+k)t], the remaining deficit decays at the rate v/λ + k. Both losses shorten the memory of the start.

**A steady layer is still being damaged**

A constant thickness does not mean that the ions have stopped making damage. Set ∂n/∂t = 0 in equation (2) and integrate over depth. Since n vanishes far below, the recession term gives −v n(0), and

∫ g(1−n) dz = v n(0) + k ∫ n dz. (10)

On the left is the creation of new damage; on the right are its removal at the surface and its healing. The total number of atoms ever damaged grows without limit. The number present at one time does not.

**Numbers for a chlorine plasma**

Take round parameters in the rough regime of silicon etching in a chlorine plasma: 200 eV ions, J = 1.0×10¹⁶ cm⁻² s⁻¹, Y = 1, λ = 1.5 nm and a wafer at 330 K. For the hits per ion, use the usual displacement estimate with a displacement energy of 15 eV, taking the full ion energy as a round value in place of the damage energy:

ν = 0.8 × 200/(2 × 15) = 5.33.

With N = 4.994×10²² cm⁻³, or 49.94 nm⁻³, and J = 100 nm⁻² s⁻¹,

v = 100 × 1/49.94 = 2.00 nm/s,
g₀ = 100 × 5.33/(49.94 × 1.5) = 7.12 s⁻¹.

Annealing is given one chosen barrier of 0.88 eV and an attempt rate of 10¹³ s⁻¹:

k = 10¹³ exp[−0.88 eV/(k_B × 330 K)] = 0.364 s⁻¹.

Hence κ = 0.27, and the condition n = 1/2 in the long-time form of equation (7) gives u_c = 0.927. Equation (8) yields

d = 1.5 ln(5.33/0.927) = 2.6 nm.

The interpolation (9) also gives 2.6 nm. As a test that does not use equation (7), random hits and random healing were simulated on layers of 4000 sites, each 0.1 nm thick, with the top layer repeatedly removed. The simulated thickness agreed with equation (8) within the required 0.05 nm.

Changing one loss at a time shows what each contributes. Without annealing the thickness is 3.1 nm. With annealing but a surface at rest it is 4.5 nm. Recession is the stronger loss here: in equation (9) it contributes v ln 2/λ = 0.93 s⁻¹, against 0.36 s⁻¹ from annealing. With neither loss, equation (3) gives 3.5 nm after 1 s, 10.4 nm after 100 s and 17.3 nm after 10,000 s. The last two values show how the model behaves; they rely on an exponential tail many decay lengths deep.

With both losses, the layer is 1.1 nm thick after 0.25 s, 2.3 nm after 1 s and 2.6 nm after 2 s. Etching through one decay length takes 0.75 s and a dose of 7.5×10¹⁵ cm⁻². The limit is therefore reached within a few nanometres of etching.

The balance (10), multiplied by N/J, gives a budget per ion. Of 5.33 hits, 1.46 damage an intact site; the others fall on sites already damaged. Of these 1.46 new damaged sites, 0.94 are offset by etching and 0.53 by annealing, up to rounding. At the surface itself, 94 % of the sites are damaged. This budget relies on healing inside the heavily damaged region. If healing is switched off where n > 1/2, the thickness is unchanged, but the budget becomes about 1.16 new sites, 0.99 etched and under 0.2 annealed, and 99 % of the surface sites are damaged.

**Flux, temperature and the weak tail**

With annealing present, the flux no longer cancels, because κ is proportional to 1/J. At fixed ν, Y, λ and temperature, a tenfold flux gives 3.0 nm, close to the recession limit of 3.1 nm: atoms reach the surface before much has healed. One tenth of the flux gives 0.7 nm. At this fixed temperature the slower process leaves the thinner layer, since it allows more time for annealing. Ion heating grows with the flux and can reverse this order unless the cooling is improved as well.

At the original flux, the model gives 3.0 nm at 300 K and 0.4 nm at 360 K. The temperature at which this steep fall occurs depends on the chosen barrier and should not be read as a measured amorphization temperature.

The half-damage boundary is also not the end of the damage. For small u, put y = ux in equation (7) at long times; exp(−ux) ≈ 1, and

n ≈ u ∫₀¹ (1−x)^κ dx = u/(1+κ).

The tail thus falls tenfold every λ ln 10 = 3.5 nm. In the example n = 0.01 is reached at 9 nm and n = 0.0001 at 16 nm. Each such depth is finite, but a device sensitive to sparse defects may be affected well below the layer defined by n = 1/2. How far depends on the true tail of the source.

**How far the model can be trusted**

An ion flux near 10¹⁶ cm⁻² s⁻¹, energies of up to a few hundred eV and etch rates near 100 nm/min are reasonable for dense chlorine plasmas, and a damaged layer of a few nanometres is the right rough scale. The inputs are less certain than the arithmetic. The displacement estimate is crude at 200 eV. Subtracting the energy lost to electrons leaves a damage energy near 170 eV, which gives ν ≈ 4.5 and d ≈ 2.4 nm; a factor of two in ν/Y at fixed κ shifts d by λ ln 2, about 1 nm. In addition, a real surface contains chlorine and has a changing composition, which a single damaged fraction does not describe.

The healing rate k can represent only isolated defects and small damaged pockets. Once damage has merged into a continuous amorphous layer, thermal recrystallization has a barrier near 2.7 eV and is negligible at 330 K. The model lets such a layer heal as easily as isolated damage, which overstates healing near the surface. In equation (1) the position of the boundary depends only on healing at n below 1/2, but even there a constant rate is an assumption. The thicknesses with annealing are therefore illustrations, not predictions.

Real damage also breaks the assumption of one healing barrier. Take nine equally likely barriers, evenly spaced over ±0.1 eV about the chosen value. If each newly damaged site draws its barrier afresh, the thickness changes from 2.6 to 2.4 nm at 330 K, but from 0.4 to 1.3 nm at 360 K. If instead each site keeps one fixed barrier, the values are 2.2 nm and 0.3 nm. The thickness at 330 K moves moderately in both cases, whereas the value at 360 K depends strongly on how the spread of barriers arises.

Other simplifications can be sized with the remaining parameters held fixed:

- Replacing the exponential source by a buried Gaussian one, with its peak at 1.5 nm, a standard deviation of 0.75 nm and the same number of hits per ion, gives 2.3 nm.
- Ion power of 0.32 W/cm², removed through an assumed cooling coefficient of 0.05 W/cm²K, heats the wafer by 6.4 K. The extra annealing reduces the thickness to 2.3 nm.
- Diffusion of damage matters when its coefficient D approaches vλ = 3.0×10⁻¹⁴ cm²/s. With zero damage gradient at the surface, D = 0.1vλ gives 2.7 nm and D = vλ gives 3.1 nm. If the surface absorbs defects instead (n = 0 there), the inner boundary lies at 2.7 and 2.9 nm. At D = 10vλ the two conditions part completely: 4.2 nm for zero gradient, and no layer for an absorbing surface. Free defects that move much faster need a separate treatment, including their trapping.
- About 169 ions strike an area λ² while one λ is etched. A relative fluctuation of 1/√169 in local exposure shifts the boundary by about λ/13 = 0.12 nm, a rough estimate of its unevenness.

The model also shows what happens when removal slows while bombardment continues, for example when the reactive gas is withdrawn. If ν, λ and k stay fixed, a smaller Y lowers v, and the thickness rises towards the annealing limit (4), here 4.5 nm. If annealing is negligible as well, equation (6) shows that each halving of Y adds λ ln 2, about 1 nm. Both figures belong to the exponential tail: with the Gaussian source above, the annealing limit is 3.3 nm, and without annealing the first halvings of Y add only 0.2 to 0.3 nm each. With no recession and no healing at all, a source with an unending tail lets the layer grow without limit. The other quantities behind these results are listed in the numerical output.

Calculated quantities

```
ion energy: 200 eV
displacement energy: 15 eV
ion flux J: 1.0e+16 cm^-2 s^-1
ion current density: 1.60 mA/cm2
silicon density N: 4.994e+22 cm^-3
sites hit per ion nu: 5.333
atoms removed per ion Y: 1.0
source decay length lam: 1.50 nm
recession speed v: 2.002 nm/s
surface hit rate g0: 7.120 s^-1
temperature: 330 K; barrier: 0.88 eV
attempt rate: 1.0e+13 s^-1
annealing rate k: 0.364 s^-1
kappa = k lam/v: 0.272
critical exposure u_c: 0.9268
steady thickness, both losses: 2.625 nm
same, random site simulation: 2.625 nm
same, simple interpolation: 2.564 nm
largest u_c interpolation error: 6.2 %
thickness, recession only: 3.061 nm
thickness, annealing only: 4.462 nm
no loss, after 1 s: 3.49 nm
no loss, after 100 s: 10.40 nm
no loss, after 10000 s: 17.31 nm
growth per dose decade, no loss: 3.454 nm
both losses, after 0.25 s: 1.090 nm
both losses, after 0.50 s: 1.831 nm
both losses, after 1.00 s: 2.344 nm
both losses, after 2.00 s: 2.579 nm
both losses, after 4.00 s: 2.624 nm
time to etch one lam: 0.749 s
dose to etch one lam: 7.49e+15 cm^-2
damaged fraction at surface: 0.936
new damaged sites per ion: 1.462
damaged sites etched off per ion: 0.936
damaged sites annealed per ion: 0.526
thickness at 0.1 times the flux: 0.735 nm
thickness at 10 times the flux: 3.012 nm
thickness at 300 K: 3.039 nm
thickness at 360 K: 0.386 nm
depth where n = 0.1: 5.52 nm
depth where n = 0.01: 9.05 nm
depth where n = 0.0001: 15.97 nm
barriers spread +-0.1 eV, 330 K: 2.358 nm
barriers spread +-0.1 eV, 360 K: 1.262 nm
buried source: peak 1.50 nm, width 0.75 nm
thickness with buried source: 2.317 nm
diffusion scale v lam: 3.00e-14 cm2/s
thickness, D = 0.1 v lam: 2.683 nm
thickness, D = v lam: 3.058 nm
ion power: 0.320 W/cm2; cooling: 0.05 W/cm2/K
wafer heating: 6.4 K; thickness then: 2.338 nm
ions per lam^2 while etching lam: 169
boundary roughness from ion counting: 0.12 nm
```
